\section*{Multi-projector pseudopotentials: when is every reference function reproduced?}

\section*{Setting}

A pseudopotential replaces the potential of an atom inside a core radius $r_c$ by something smoother and leaves it untouched outside. One way to build it starts from a few chosen functions and asks for an operator that has them as solutions. This problem finds out when the operator defined below does so.

We treat one angular momentum $l$ of a nonrelativistic atom with a local, spherical potential $V_{\rm ae}(r)$, in Hartree atomic units. Radial functions are written as $u(r)=rR(r)$, so that
\begin{equation}
T=-\frac12\frac{d^2}{dr^2}+\frac{l(l+1)}{2r^2}.
\end{equation}
At $N$ different real energies $e_i$ let $\psi_i$ be the real all-electron solution that is regular at the origin, $(T+V_{\rm ae})\psi_i=e_i\psi_i$. The energy may belong to a bound state or not; an unbound $\psi_i$ cannot be normalized over all space.

For each $\psi_i$ a pseudo function $\phi_i$ is given, the \emph{reference function}. It is real and regular at the origin, equals $\psi_i$ for $r\ge r_c$, and joins it there with continuous value, first and second derivative. A smooth local potential $V_{\rm loc}$ equals $V_{\rm ae}$ for $r\ge r_c$. Define
\begin{align}
\chi_i&=(e_i-T-V_{\rm loc})\phi_i, \qquad B_{ij}=\langle\phi_i|\chi_j\rangle,\label{def}\\
V&=\sum_{ij}|\chi_i\rangle (B^{-1})_{ij}\langle\chi_j| ,\label{V}
\end{align}
where $B$ is assumed to be invertible. The functions are real, but the dagger is kept where the argument also holds for complex ones.

\section*{(a) Range of the projectors}

\textbf{Question.} Where is $\chi_i$ different from zero, and why is $B_{ij}$ finite even for unbound references? Show that the $\chi_i$ are linearly independent.

\textbf{Solution.} For $r\ge r_c$ we have $\phi_i=\psi_i$ and $V_{\rm loc}=V_{\rm ae}$, so
\begin{equation}
\chi_i=(e_i-T-V_{\rm ae})\psi_i=0\qquad (r\ge r_c).
\end{equation}
Each $\chi_i$ lives inside the core. Every overlap with it is an integral from $0$ to $r_c$ over finite functions, however $\phi_i$ behaves at large $r$.

Suppose $\sum_j\chi_ja_j=0$. The overlap with $\phi_i$ gives $\sum_jB_{ij}a_j=0$ for every $i$. As $B$ is invertible, all $a_j$ vanish, which is linear independence.

\section*{(b) Action on a reference function}

\textbf{Question.} Work out $V\phi_k$. What must hold for $\phi_k$ to solve the equation with $T+V_{\rm loc}+V$ at the energy $e_k$, for every $k$?

\textbf{Solution.} The overlap needed has its factors in the opposite order to those in $B$:
\begin{equation}
\langle\chi_j|\phi_k\rangle=\langle\phi_k|\chi_j\rangle^*=B_{kj}^*=(B^\dagger)_{jk}.
\end{equation}
Inserting this in \eqref{V} gives
\begin{equation}
V\phi_k=\sum_{ij}\chi_i(B^{-1})_{ij}(B^\dagger)_{jk}
=\sum_i\chi_i\,(B^{-1}B^\dagger)_{ik}.\label{act}
\end{equation}
On the other side, definition \eqref{def} rearranges to
\begin{equation}
(T+V_{\rm loc})\phi_k=e_k\phi_k-\chi_k .\label{re}
\end{equation}
The desired equation therefore holds if and only if $V\phi_k=\chi_k$. Since the $\chi_i$ are linearly independent, \eqref{act} equals $\chi_k$ for all $k$ if and only if $B^{-1}B^\dagger=1$, that is, $B=B^\dagger$. In that case
\begin{equation}
(T+V_{\rm loc}+V)\phi_k=e_k\phi_k-\chi_k+\chi_k=e_k\phi_k,\qquad k=1,\dots,N.\label{main}
\end{equation}
So the operator reproduces every reference function at its own energy, provided that $B$ is invertible and Hermitian.

For $N=1$ and a real function, $B$ is one real number and the condition holds by itself. The operator is then $|\chi\rangle\langle\chi|/\langle\phi|\chi\rangle$, and it fails to exist only if $\langle\phi|\chi\rangle=0$. With two or more projectors Hermiticity is a real demand.

Equation \eqref{main} says that $\phi_k$ is \emph{a} solution at $e_k$. It does not exclude further bound levels at other energies, called ghost states, and it makes no statement about energies between the references.

\section*{(c) Other coefficient matrices}

\textbf{Question.} Let $B$ be invertible but not Hermitian. Which operators $V_C=\sum_{ij}|\chi_i\rangle C_{ij}\langle\chi_j|$ reproduce all references? Can one of them be Hermitian?

\textbf{Solution.} The calculation of part (b) with $C$ in place of $B^{-1}$ gives $V_C\phi_k=\sum_i\chi_i(CB^\dagger)_{ik}$. Linear independence then requires $CB^\dagger=1$, so there is one choice,
\begin{equation}
C=(B^\dagger)^{-1}.\label{C}
\end{equation}
The operator $V_C$ is Hermitian if and only if $C=C^\dagger$, again because the $\chi_i$ are independent. From \eqref{C}, $C^\dagger=B^{-1}$, and this equals $C$ only if $B=B^\dagger$. Thus no Hermitian operator of this form reproduces all references when $B$ is not Hermitian. Replacing $B$ by its Hermitian part $(B+B^\dagger)/2$ makes the operator Hermitian, but gives up \eqref{main}. For an operator of this form in an ordinary eigenvalue equation, the cure has to come from the functions $\phi_i$, since part (d) shows that $V_{\rm loc}$ drops out of $B_{ij}-B_{ji}$.

\section*{(d) What makes $B$ Hermitian}

\textbf{Question.} Express $B_{ij}-B_{ji}$ by the core overlaps of the pseudo functions and of the all-electron functions.

\textbf{Solution.} Write both elements as integrals over the core:
\begin{align}
B_{ij}&=\int_0^{r_c}\phi_i(e_j-T-V_{\rm loc})\phi_j\,dr,\\
B_{ji}&=\int_0^{r_c}\phi_j(e_i-T-V_{\rm loc})\phi_i\,dr.
\end{align}
In the difference the terms with $V_{\rm loc}$ and with $l(l+1)/2r^2$ cancel, because they only multiply $\phi_i\phi_j$. Since $-T$ contains $+\frac12d^2/dr^2$,
\begin{equation}
B_{ij}-B_{ji}=(e_j-e_i)\int_0^{r_c}\phi_i\phi_j\,dr
+\frac12\int_0^{r_c}(\phi_i\phi_j''-\phi_j\phi_i'')\,dr .
\end{equation}
The last integrand is the derivative of $\phi_i\phi_j'-\phi_j\phi_i'$, which vanishes at $r=0$ for regular functions. Hence
\begin{equation}
B_{ij}-B_{ji}=(e_j-e_i)\int_0^{r_c}\phi_i\phi_j\,dr
+\frac12\left[\phi_i\phi_j'-\phi_j\phi_i'\right]_{r_c}.\label{ps}
\end{equation}
Repeat the steps with $\psi_i$ and $V_{\rm ae}$. Now $(e_j-T-V_{\rm ae})\psi_j=0$, so the left side is zero:
\begin{equation}
0=(e_j-e_i)\int_0^{r_c}\psi_i\psi_j\,dr
+\frac12\left[\psi_i\psi_j'-\psi_j\psi_i'\right]_{r_c}.\label{ae}
\end{equation}
The boundary terms are equal, because values and slopes agree at $r_c$. Subtracting \eqref{ae} from \eqref{ps} yields
\begin{equation}
B_{ij}-B_{ji}=(e_i-e_j)\,Q_{ij},\quad
Q_{ij}=\int_0^{r_c}(\psi_i\psi_j-\phi_i\phi_j)\,dr.\label{Q}
\end{equation}
As the energies differ, $B$ is Hermitian if and only if $Q_{ij}=0$ for all $i\ne j$: each pair of pseudo functions must have the core overlap of its all-electron pair.

The diagonal elements $Q_{kk}$ do not enter this condition. They have a separate meaning: $Q_{kk}=0$ puts the right charge in the core. For a bound reference $\phi_k$ then has the same total norm as $\psi_k$, so the normalized pseudo state has the all-electron tail with the right amplitude.

They also fix how the logarithmic derivative $D(E)=u'(r_c)/u(r_c)$ of the regular solution $u$ moves with energy. Let $B$ be Hermitian, $H=T+V_{\rm loc}+V$ and $\dot u=\partial u/\partial E$. From $(H-E)u=0$ follows $(H-E)\dot u=u$. Multiply this by $u$, subtract the first equation multiplied by $\dot u$, and integrate over the core. The local and nonlocal terms cancel, and
\begin{equation}
\int_0^{r_c}u^2\,dr=-\frac12\left[u\dot u'-\dot uu'\right]_{r_c}=-\frac12u(r_c)^2\,\frac{dD}{dE}.
\end{equation}
The same relation holds for the all-electron equation. At $E=e_k$, where the regular solutions are $\phi_k$ and $\psi_k$ (taken as unique, with $\psi_k(r_c)\ne0$), the difference is
\begin{equation}
\frac{dD_{\rm ps}}{dE}-\frac{dD_{\rm ae}}{dE}=\frac{2Q_{kk}}{\psi_k(r_c)^2}.\label{slope}
\end{equation}
With $Q_{kk}=0$ the error of $D$ near $e_k$ is of second order in $E-e_k$; otherwise it is of first order.

\section*{(e) What survives without Hermiticity}

\textbf{Question.} Suppose $B$ is real but not symmetric, and \eqref{V} is used all the same. Let $u$ be a regular solution of $(T+V_{\rm loc}+V)u=e_ku$ that does not vanish identically outside the core. Compare $u$ with $\phi_k$ outside and inside the core.

\textbf{Solution.} The transposed operator $V^T$ has the coefficient matrix $(B^{-1})^T=(B^T)^{-1}$. By \eqref{C} this is the one that reproduces $\phi_k$. So two equations hold:
\begin{equation}
(T+V_{\rm loc}+V-e_k)u=0,\qquad (T+V_{\rm loc}+V^T-e_k)\phi_k=0 .
\end{equation}
Multiply the first by $\phi_k$, the second by $u$, integrate over the core and subtract. The nonlocal terms cancel, since $\int\phi_kVu\,dr=\int uV^T\phi_k\,dr$, and so do the local ones. The kinetic terms leave
\begin{equation}
0=-\frac12\int_0^{r_c}(\phi_ku''-u\phi_k'')\,dr=-\frac12\left[\phi_ku'-u\phi_k'\right]_{r_c}.
\end{equation}
Thus $u$ and $\phi_k$ have the same logarithmic derivative at $r_c$. Outside they obey the same second-order equation, so they are proportional there. If $e_k$ is a bound level, $u$ decays as $\phi_k$ does, and $e_k$ remains an eigenvalue.

Inside, $u$ can be proportional to $\phi_k$ only if $\phi_k$ solves the equation with $V$. By \eqref{re} and \eqref{act} that requires column $k$ of $B^{-1}B^T$ to be the $k$th unit vector. When it is not, the function in the core is wrong although its energy is right. A correct eigenvalue is therefore no proof that the reference function has been reproduced.

\section*{(f) Two references for hydrogen}

\textbf{Question.} Take the $s$ channel of hydrogen with a fixed point nucleus, $V_{\rm ae}=-1/r$ and $r_c=1.2$ bohr. The references are $\psi_1=2re^{-r}$ at $e_1=-0.5$ hartree and the unbound solution $\psi_2$ at $e_2=+0.5$ hartree with $\psi_2'(0)=1$. Let
\begin{equation}
\phi_i(r)=\sqrt{g'(r)}\;\psi_i(g(r)),\quad
g=r+(ar+br^2)\Bigl(1-\frac{r^2}{r_c^2}\Bigr)^5\label{g}
\end{equation}
for $r<r_c$, and $g=r$ outside. Find $Q_{ij}$ for increasing $g$. With $a=-1/2$, choose $b$ so that $\phi_i''(0)=0$, and show that $g$ does increase.

\textbf{Solution.} Since $g(0)=0$ and $g(r_c)=r_c$, the substitution $s=g(r)$, $ds=g'dr$, gives
\begin{equation}
\int_0^{r_c}\phi_i\phi_j\,dr=\int_0^{r_c}g'\,\psi_i(g)\psi_j(g)\,dr=\int_0^{r_c}\psi_i(s)\psi_j(s)\,ds .
\end{equation}
All $Q_{ij}$ vanish together, diagonal ones included. The fifth-order zero of $g-r$ at $r_c$ secures the smooth joining.

Near the origin $g=\alpha r+br^2+O(r^3)$ with $\alpha=1+a$. The radial equation gives $\psi_i''(0)=-2\psi_i'(0)$, so $\psi_i=\psi_i'(0)(r-r^2+\dots)$. With $\sqrt{g'}=\sqrt\alpha\,(1+br/\alpha+\dots)$,
\begin{align}
\phi_i&=\psi_i'(0)\sqrt\alpha\Bigl(1+\frac{b}{\alpha}r\Bigr)\bigl[\alpha r+(b-\alpha^2)r^2\bigr]+O(r^3)\nonumber\\
&=\psi_i'(0)\sqrt\alpha\,\bigl[\alpha r+(2b-\alpha^2)r^2\bigr]+O(r^3).
\end{align}
The quadratic term, which is the nuclear cusp, vanishes for $b=\alpha^2/2$. Here $\alpha=1/2$ and $b=1/8$. The density at the nucleus is proportional to $(\phi_i/r)^2$ and drops by the factor $\alpha^3=1/8$.

Let $w=(1-r^2/r_c^2)^5$. Then $g'=1+(-\frac12+\frac r4)w-r(\frac12-\frac r8)w'$. The second term is at least $-\frac12$, as $0\le w\le1$. The third is not negative, as $w'\le0$ and $r<4$. So $g'\ge\frac12$.

\section*{(g) The operator in numbers}

\textbf{Question.} Inside the core take, with $y=1-r^2/r_c^2$,
\begin{equation}
V_{\rm loc}=-\frac1{r_c}\Bigl(1+\frac y2+\frac{3y^2}8+\frac{5y^3}{16}\Bigr),
\end{equation}
the start of the expansion of $-1/r$ in $y$. Find $B$ and $B^{-1}$, follow $V\phi_1$ by hand, and solve for the functions and levels.

\textbf{Solution.} At the origin $V_{\rm loc}=-1.823$ hartree. The function $\psi_2$ follows from its power series $\sum_nc_nr^n$ with $c_0=0$, $c_1=1$ and $c_{n+1}=-2(c_n+e_2c_{n-1})/[n(n+1)]$. Differentiating \eqref{g} twice gives $\chi_i$, and Gauss--Legendre quadrature gives, in atomic units,
\begin{equation}
B=\begin{pmatrix}-0.191774&-0.091061\\-0.091061&-0.045122\end{pmatrix},\quad \det B=3.6105\times10^{-4}.
\end{equation}
The matrix is symmetric, as \eqref{Q} demands. Its inverse is
\begin{equation}
B^{-1}=\frac1{\det B}\begin{pmatrix}B_{22}&-B_{12}\\-B_{21}&B_{11}\end{pmatrix}
=\begin{pmatrix}-124.975&252.214\\252.214&-531.161\end{pmatrix}.
\end{equation}
The overlaps of $\chi_1,\chi_2$ with $\phi_1$ are $B_{11}$ and $B_{12}$. The coefficients of $\chi_1$ and $\chi_2$ in $V\phi_1$ are therefore, with unrounded entries,
\begin{align}
(B^{-1})_{11}B_{11}+(B^{-1})_{12}B_{12}&=23.9668-22.9668=1.0000,\\
(B^{-1})_{21}B_{11}+(B^{-1})_{22}B_{12}&=-48.3680+48.3680=0.0000 .
\end{align}
So $V\phi_1=\chi_1$. The first term of the first line is $B_{11}B_{22}/\det B$, which does not change when a reference function is rescaled. It is large because $\det B$ is only about 4\% of $B_{11}B_{22}=8.653\times10^{-3}$: the two rows of $B$ are nearly proportional.

To solve the equation without putting in $\phi_k$, multiply it by a function $f$ with $f(0)=0$ and integrate the kinetic term by parts:
\begin{multline}
\int_0^{r_c}\Bigl[\tfrac12f'u'+f(V_{\rm loc}-E)u\Bigr]dr+\sum_{ij}\langle f|\chi_i\rangle (B^{-1})_{ij}\langle\chi_j|u\rangle\\
=\tfrac12f(r_c)u'(r_c).\label{weak}
\end{multline}
With $u'(r_c)=1$ and $u$ expanded in piecewise polynomials, which also serve as $f$, this is a linear system with one solution at each reference energy. Its logarithmic derivatives $D=u'(r_c)/u(r_c)$ are:
\begin{center}
\begin{tabular}{rcc}
$E$ (hartree) & $D$, all-electron (1/bohr) & $D$, pseudo (1/bohr)\\
$-0.5$ & $-0.166667$ & $-0.166667$\\
$0.0$ & $-1.248309$ & $-1.248325$\\
$0.5$ & $-3.506914$ & $-3.506914$
\end{tabular}
\end{center}
At both references $u$ agrees with $\phi_k$, scaled to the same slope, to about $10^{-14}$ of its maximum. At $E=0$, which is no reference, $D$ is off by about $1.3\times10^{-5}$ of its value.

For bound levels the same basis is continued to a sphere of radius 60 bohr, where $u$ is set to zero, and the Hamiltonian is diagonalized. The lowest level is $-0.500000$ hartree ($-13.6057$ eV), the reference 1s state. No ghost lies below it. The 2s level is not a reference, yet it comes out only $2.0\times10^{-7}$ hartree below its exact value $-0.125$ hartree. With $V_{\rm loc}$ alone it lies $1.36\times10^{-2}$ hartree too high. This closeness does not follow from \eqref{main}, which needs only $Q_{12}=0$. Here $Q_{11}$ and $Q_{22}$ vanish as well, so by \eqref{slope} the pseudo $D(E)$ has the right value and the right slope at both references, and the 2s level lies between them. These conditions do not fix the size of the remaining error, which depends on the reference functions and on $V_{\rm loc}$. Adding $(c_1r+c_3r^3)(1-r^2/r_c^2)^4$ to $\phi_2$ or to $\phi_1$, with nonzero constants chosen so that all $Q_{ij}$ still vanish, gives 2s errors of about $1\times10^{-5}$ and $6\times10^{-5}$ hartree.

\section*{(h) Spoiling one overlap}

\textbf{Question.} Add $\frac12r(1-r^2/r_c^2)^4$ to $\phi_2$ inside the core and form $\chi_2$ and $B$ anew. What becomes of the reproduction?

\textbf{Solution.} The added bump leaves value, slope and second derivative at $r_c$ unchanged, but quadrature now gives $Q_{12}=-0.034648$ (also $Q_{22}=-0.037762$, which plays no part in the symmetry of $B$) and
\begin{equation}
B=\begin{pmatrix}-0.191774&-0.062560\\-0.097208&-0.080819\end{pmatrix}.
\end{equation}
The asymmetry is $B_{12}-B_{21}=0.034648$, in accord with $(e_1-e_2)Q_{12}=(-1)(-0.034648)$. With $\det B=0.015499-0.006081=0.009418$, the first column of $B^{-1}B^T$ is
\begin{align}
\frac{B_{22}B_{11}-B_{12}^2}{\det B}&=\frac{0.015499-0.003914}{0.009418}=1.230,\\
\frac{B_{11}(B_{12}-B_{21})}{\det B}&=\frac{(-0.191774)(0.034648)}{0.009418}=-0.706 .
\end{align}
Hence $V\phi_1=1.230\,\chi_1-0.706\,\chi_2$ instead of $\chi_1$. Even $\phi_1$, which was not altered, is no longer reproduced, because the two projectors are coupled through $B^{-1}$.

Solving \eqref{weak} with three coefficient matrices shows the difference between them. Shape errors are the largest deviation from $\phi_k$ at equal slope at $r_c$, relative to the maximum of $|\phi_k|$; errors of $D$ are relative to the all-electron $D$.
\begin{center}
\begin{tabular}{lcc}
matrix & shape error at $e_1$, $e_2$ & error of $D$ at $e_1$, $e_2$\\
$B^{-1}$ & 25\%, 31\% & rounding level\\
$[(B+B^T)/2]^{-1}$ & 29\%, 16\% & 31.5\%, 17.7\%\\
$(B^T)^{-1}$ & rounding level & rounding level
\end{tabular}
\end{center}
The first row shows the result of part (e): right logarithmic derivatives with wrong functions. Diagonalization with $B^{-1}$ likewise still has a level at $-0.5$ hartree. The second row is the Hermitian compromise, which here loses both properties. The third reproduces both functions, at the price of a non-Hermitian Hamiltonian. Restoring $Q_{12}=0$ removes the need to choose, since the three matrices then coincide.
